# Choosing Flux and Magnetic Cell for Landau Levels on a Honeycomb Lattice

Suppose a uniform magnetic field is switched on in a periodic tight-binding calculation by giving each hopping a phase, while the cell and its Bloch condition are left as they were. The vector potential grows across the crystal, so it does not match at the cell boundary. For a general field no choice of boundary phase repairs this, and a seam of wrong flux remains. Even at an allowed field, ordinary Bloch continuation can give a wavefunction that fails the Schrödinger equation in the next cell. A wrong charge sign in the phase leaves the spectrum over all momenta intact but exchanges the valleys. The settings to choose are therefore the flux fraction $p/q$, the magnetic cell, its boundary phase and the sign of the field.

## What the setting represents

The model has one orbital per site, no spin and no interactions. Hartree atomic units are used, with electron charge $-1$ and $\mathbf B=B\hat z$. The lattice vectors are $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(1/2,\sqrt3/2)$, and the cell area is $S=\sqrt3a^2/2$. With $\mathbf r=u\mathbf a_1+v_r\mathbf a_2$, A sites lie at $(m,n)$ and B sites at $(m+1/3,n+1/3)$, for integer $m,n$. Their energies are $+D$ and $-D$, with $D>0$, and the nearest-neighbour hopping is $-t$. The flux per cell is

$$\Phi=BS=2\pi p/q,$$

with $p,q$ coprime.

Define $\boldsymbol\pi=\mathbf p+\mathbf A$. The function $\phi_\lambda=e^{i\lambda\boldsymbol\pi\cdot\mathbf d}\psi$ obeys $\partial_\lambda\phi_\lambda=(\mathbf d\cdot\nabla+i\mathbf A\cdot\mathbf d)\phi_\lambda$. Integrating to $\lambda=1$ gives

$$e^{i\boldsymbol\pi\cdot\mathbf d}\psi(\mathbf r)=\exp\left(i\int_{\mathbf r}^{\mathbf r+\mathbf d}\mathbf A\cdot d\mathbf l\right)\psi(\mathbf r+\mathbf d).$$

The Peierls approximation replaces each field-free translation by this operator. The amplitude from $\mathbf r+\mathbf d$ to $\mathbf r$ is thus $-t$ times the exponential. Changes of the orbitals and of $t$ itself with field are left out.

Take $\mathbf A=\Phi u\nabla v_r$. Its curl is $\Phi(\nabla u\times\nabla v_r)_z=\Phi/S=B$. Since $u$ varies linearly along a bond, the phase is $\Phi(u+\Delta u/2)\Delta v$. The three A-to-B displacements $(\Delta u,\Delta v)$ are $(1/3,1/3)$, $(-2/3,1/3)$ and $(1/3,-2/3)$.

## Closing the magnetic cell

A shift of $q$ columns changes a bond phase by $\Phi q\Delta v=2\pi p\Delta v$. The operator

$$(T\psi)(u,v_r)=e^{2\pi ipv_r}\psi(u+q,v_r)$$

compensates this, because the prefactors at the two ends of the bond differ by the same phase. It commutes with translation by $\mathbf a_2$ because $e^{2\pi ip}=1$; this is where rational flux is needed. Setting the eigenvalue of $T$ to $e^{ik_1}$ gives

$$\psi(u+q,v_r)=e^{ik_1-2\pi ipv_r}\psi(u,v_r).$$

Let $k_2$ be the phase per $\mathbf a_2$. On A sites $v_r$ is an integer and the extra factor is one. On B sites it is $e^{-2\pi ip/3}$.

With nearest-neighbour hopping, one bond type crosses the boundary, so omitting this factor from the A-to-B elements merely shifts $k_1$, provided the B-to-A elements are set to their complex conjugates. If each row is instead built from its own bond phases, the omission makes the matrix non-Hermitian unless $p$ is a multiple of three. Second-neighbour A–A and B–B bonds need different factors. A shift of $k_1$ then cannot repair the omission, unless $p$ is a multiple of three and the factor is one anyway. For all other $p$, continuing a general wavefunction needs the factor even with nearest-neighbour hopping alone; a state that vanishes on all B sites is an exception. As an example, take flux $1/7$, $t=0.1$ hartree, $D=0.05$ hartree, $k_1=0.4$ and $k_2=0.9$. The third positive-energy state, normalized over one magnetic cell, satisfies the equation in the next cell to rounding with the factor. Without it, the largest violation on the A sites tested is 0.064 hartree; other states give other values.

A gauge-invariant check of the flux is the sum of the phase factors of all closed six-step walks from a site. Retracing walks with three, two or one returns to the start number $27+36+24=87$. Three hexagons, each traversed in two directions, add $6\cos\Phi$. At flux $1/7$ the matrix and $87+6\cos\Phi$ both give 90.740939. The cosine does not reveal the sign of the flux, which needs the separate check described below.

## How densely to sample momentum

The Hamiltonian is

$$H=\begin{pmatrix}D&Q\\Q^\dagger&-D\end{pmatrix},\qquad E=\pm\sqrt{D^2+s^2},$$

where $s$ runs over the singular values of the $q\times q$ matrix $Q$: the off-diagonal blocks of $H^2$ cancel, leaving $D^2+QQ^\dagger$ and $D^2+Q^\dagger Q$. The nonzero elements are

$$Q_{mm}=-t\left[e^{i\Phi(m+1/6)/3}+e^{-ik_2-2i\Phi(m+1/6)/3}\right],$$
$$Q_{m,m-1}=-te^{i\Phi(m-1/3)/3}.$$

For $m=0$ the second element connects to column $q-1$ and gains $e^{-ik_1+2\pi ip/3}$.

The determinant of this cyclic two-diagonal matrix is the product of its diagonal elements plus $(-1)^{q-1}$ times the product of the others. Take the first exponential out of each diagonal element. What remains is $\prod_m(1+ze^{-i\Phi m})=1-(-z)^q$, with $z=e^{-i(k_2+\Phi/6)}$. The phase of the other product relative to the extracted one is $-k_1+2\pi p/3-\pi p/3$. Hence $|\det Q|=t^q|F|$, with

$$F=1-(-1)^q\left[e^{-i(qk_2+\pi p/3)}+e^{-i(k_1-\pi p/3)}\right].$$

For $q\ge3$, consider the polynomial $\det(QQ^\dagger/t^2-x)$. Its $k_1$ dependence needs a product winding through all $q$ rows, which contains no $x$. In the other products, each row used supplies at most one harmonic of $k_2$. Changing $k_2$ by $\Phi$ relabels the rows, so only harmonics that are multiples of $q$ survive. A term containing $x$ uses fewer than $q$ rows and has none. Therefore

$$\det(QQ^\dagger/t^2-x)=P(x)+|F|^2,\qquad P(0)=0.$$

All $q$ roots are real for every $|F|$ between 0 and 3. A root cannot turn back inside this range, since two real roots would then be lost. The values $|F|=0$ and $|F|=3$ thus give the edges of every band, and two momenta suffice to find its width.

For $p=1$ the smallest singular value is $s_0=t^q|F|/\prod_{j\ne0}s_j$. To estimate the product, let $\mu$ be the zero-field Brillouin-zone mean of $\ln|f/t|$, where $f$ is the zero-field A–B element. A smooth level density would give $e^{q\mu}$ for the product of $s/t$. Near zero, however, the levels are discrete, with $s_n^2\simeq t^2cn$ and $c=\sqrt3\Phi$ in each valley (derived below). For the two valleys together, Stirling's formula gives

$$\sum_{n=1}^{M}\ln(cn)-\int_0^{M+1/2}\ln(cx)\,dx\to\tfrac12\ln\frac{2\pi}{c}.$$

Assuming that the rest of the spectrum adds no correction of this size, the largest value, at $|F|=3$, is

$$s_0\simeq3t\sqrt{c/2\pi}\,e^{-\mu q}=3t\sqrt{\sqrt3/q}\,e^{-\mu q}.$$

The decay rate between $q=20$ and 40, with the square root removed, is 0.3223 per cell; the zero-field mean is $\mu=0.3231$. At small flux $1/q$ the $n=0$ level is therefore flat to exponential accuracy. The worked example below finds numerically that the levels $n=1$ to 4 are flat too, so a dense momentum grid adds nothing to their energies there.

## Recovering the Dirac levels

The valleys are at $\pm\mathbf K$, with $\mathbf K=(4\pi/3a,0)$. Number the bonds so that their directions are $30^\circ$, $150^\circ$ and $270^\circ$; their length is $a/\sqrt3$. With $\omega=e^{2\pi i/3}$, $e^{i\mathbf K\cdot\mathbf d_j}=\omega^j$. The commutator is $[\pi_x,\pi_y]=-iB$, so for $B>0$

$$c_-=-i\frac{\pi_x-i\pi_y}{\sqrt{2B}},\qquad[c_-,c_-^\dagger]=1.$$

The bond operators become

$$\boldsymbol\pi\cdot\mathbf d_j=g(\omega^jc_-+\omega^{-j}c_-^\dagger),\qquad g^2=\frac{a^2B}{6}=\frac{\Phi}{3\sqrt3}.$$

Writing $\psi=e^{i\mathbf K\cdot\mathbf r}\chi$ turns $Q$ into $-t\sum_j\omega^je^{i\boldsymbol\pi\cdot\mathbf d_j}$ acting on $\chi$. A sum $\sum_j\omega^{jl}$ vanishes unless $l$ is a multiple of three. With $N=c_-^\dagger c_-$, the terms through third order are

$$Q=-3gt\left[ic_-^\dagger-\frac g2c_-^2-\frac{ig^2}{2}c_-^\dagger(N+1)\right].$$

The last term uses the sum of the three orderings of two $c_-^\dagger$ and one $c_-$, which is $3c_-^\dagger(N+1)$. The first term is $v(\pi_x+i\pi_y)$, with $v=\sqrt3at/2$.

Multiplication gives

$$\frac{Q^\dagger Q}{9g^2t^2}=N+1+\frac{ig}{2}(c_-^3-c_-^{\dagger3})+g^2\left[\frac{c_-^{\dagger2}c_-^2}{4}-(N+1)^2\right]+\cdots$$

Set $n=N+1\ge1$. The cubic term expresses trigonal warping. It couples levels three apart, and its second-order shift is

$$\frac{g^2}{12}[(n-1)(n-2)(n-3)-n(n+1)(n+2)]=g^2\left(-\frac{3n^2}{4}+\frac{3n}{4}-\frac12\right).$$

The diagonal terms give $g^2[(n-1)(n-2)/4-n^2]$. The linear and constant parts cancel in the sum, leaving $-3g^2n^2/2$. Odd powers of $g$ are absent, because the change $c_-\to-c_-$, which leaves the levels unchanged, turns $Q(g)$ into $Q(-g)$. Since $9g^2=\sqrt3\Phi$,

$$s_n^2=t^2\left[\sqrt3\Phi n-\tfrac12\Phi^2n^2+O(\Phi^3)\right].$$

The first term equals $2nv^2B$, so at leading order

$$E_{n,\pm}=\pm\sqrt{D^2+2nv^2B},\qquad n\ge1.$$

At $-\mathbf K$ the factors $\omega^j$ become $\omega^{-j}$, which turns $Q(g)$ into $Q^\dagger(-g)$. The levels with $n\ge1$ therefore agree in the two valleys within this expansion.

Relative to the leading $s_n^2$, the lattice correction is $-\Phi n/(2\sqrt3)$. To keep its size below a fraction $\epsilon$, choose

$$\frac qp\gtrsim\frac{\pi n}{\sqrt3\,\epsilon}.$$

The expansion requires $\Phi n\ll1$. It fails as $s$ approaches $t$, where the zero-field energy contours of the two valleys meet.

## Checking the field sign and the level count

At $\mathbf K$ and leading order, $Q^\dagger$ is proportional to $c_-$, which annihilates the oscillator ground state. The $n=0$ state then lies on A at $+D$. At $-\mathbf K$ the roles of $Q$ and $Q^\dagger$ are exchanged, and the state lies on B at $-D$. Reversing $B$ exchanges raising and lowering operators, and with them the valleys.

Sublattice weight alone does not identify the valley. A gauge-invariant index is

$$\tau=-\frac2{\sqrt3}\operatorname{Im}\langle e^{i\boldsymbol\pi\cdot\mathbf a_1}\rangle.$$

In the chosen gauge this operator is a plain shift by one column, with the magnetic closure at the boundary. It carries the factor $e^{\pm i\mathbf K\cdot\mathbf a_1}=e^{\pm4\pi i/3}$, so $\tau$ is positive at $\mathbf K$ and negative at $-\mathbf K$. On the envelope, $\boldsymbol\pi\cdot\mathbf a_1$ is $h=\sqrt{a^2B/2}$ times the sum of a lowering operator and its adjoint. Normal ordering gives $e^{-h^2/2}$ in the oscillator ground state and $e^{-h^2/2}(1-h^2)$ in the first excited state. Thus $|\tau|\simeq e^{-\Phi/(2\sqrt3)}$ for $n=0$.

A Landau level holds $B/2\pi$ states per area and valley, hence $p$ states per magnetic cell of area $qS$. For $p\ll q$ there are $p$ states at $+D$, $p$ at $-D$, and $2p$ at each positive Dirac level with $n\ge1$, that is, while $s_n$ stays well below $t$. The matrix has $q$ negative energies, so in this regime filling up to the gap above $+D$ requires $1+p/q$ electrons per primitive cell. At $q=301$ and $p=1,2,3$ the counts are 1, 2, 3 for $n=0$ and 2, 4, 6 for $n=1$.

## Reading the valley response

Near the conduction edge at $\mathbf K$, eliminating the B component gives $D+QQ^\dagger/(2D)$. With the leading $Q$,

$$QQ^\dagger=v^2(\pi_x+i\pi_y)(\pi_x-i\pi_y)=v^2(\pi^2-B).$$

At $-\mathbf K$ the last sign is positive. Comparison with $\pi^2/(2m^*)-MB$ gives

$$m^*=D/v^2,\qquad M_{\pm\mathbf K}=\pm\frac{v^2}{2D}=\pm\frac1{2m^*}.$$

The oscillator zero-point energy is $B/(2m^*)$. The moment cancels it at $\mathbf K$ and doubles it at $-\mathbf K$. The lowest conduction levels of the two valleys therefore differ by $2|M|B$ when $s_1\ll D$.

In the opposite limit, $s_n\gg D$, the Dirac energies become $v\sqrt{2nB}$. A field-independent moment then no longer describes the splitting. When fitting a moment in this model, lower the field until $(E_1-E_0)/(2B)$ settles, or extrapolate it to zero field. This shortcut relies on $|M|=1/(2m^*)$. A second-neighbour hopping changes $m^*$ but, at leading order, not $M$. The two lowest levels can then belong to the same valley, and their spacing measures $1/m^*$. In that case take the lowest level of each valley, identified by $\tau$.

## A worked choice of settings

Take $t=0.1$ hartree, $D=0.05$ hartree and $a=5$ bohr as round model parameters, with $p/q=1/200$. Then $S=21.6506$ bohr², $\Phi=0.0314159$ and

$$B=\frac{0.0314159}{21.6506}=1.4510\times10^{-3}\text{ a.u.}=341\text{ T}.$$

The matrix dimension is $2q=400$. For $n=1$ the corrected formula gives

$$s_1^2=0.01(0.054414-0.000493)=5.392\times10^{-4}\text{ hartree}^2,$$
$$E_1=\sqrt{0.0025+0.0005392}=0.055129\text{ hartree}.$$

The energies in hartree are:

| $n$ | Lattice | Dirac | Corrected |
|---|---|---|---|
| 0 | 0.050000 | 0.050000 | 0.050000 |
| 1 | 0.055129 | 0.055174 | 0.055129 |
| 2 | 0.059736 | 0.059902 | 0.059737 |
| 3 | 0.063935 | 0.064284 | 0.063938 |
| 4 | 0.067800 | 0.068385 | 0.067806 |

At $n=4$ the Dirac energy is 0.9% above the lattice energy; the correction reduces this to 0.009%. Measured from the band edge $D$, the same Dirac error is 3.3%, which is the better guide when level spacings matter. The fitted coefficient of $\Phi^2n^2$ for $n=1$ moves from $-0.5032$ at $q=200$ to $-0.5008$ at $q=800$, towards the derived $-1/2$. Between the momenta with $|F|=0$ and 3, the levels listed change by no more than rounding error.

The valley index is 0.9909 at $+D$ and $-0.9909$ at $-D$; the leading formula gives a size of 0.9910. Reversing the field gives $-0.9909$ at $+D$. The two $n=1$ conduction states are degenerate to rounding, so an eigensolver may return any mixture of them. Diagonalizing the index operator within the pair gives the indices 0.973 and $-0.990$. Their sizes differ because the dominant A component is the first excited oscillator state at $\mathbf K$ but the ground state at $-\mathbf K$, and the excited state has the extra factor $1-h^2$.

With $v=0.4330$ a.u., the edge moment at $\mathbf K$ is

$$M=\frac{0.4330^2}{2(0.05)}=1.875\text{ a.u.}=3.75\text{ Bohr magnetons}.$$

The low-field splitting formula gives $2MB=0.00544$ hartree, whereas the lattice gives $E_1-E_0=0.00513$ hartree, or 0.140 eV. The lattice value is 6% smaller, mainly because $s_1^2/D^2\simeq0.22$ is not negligible; the lattice correction to $s_1^2$ supplies about 0.8 of the 5.7 percentage points, as the Dirac energy in the table shows. Lower fields give $(E_1-E_0)/(2B)=1.818$ a.u. at $q=400$ and 1.846 a.u. at $q=800$. Removing the term linear in $B$ gives $2(1.846)-1.818=1.874$ a.u., within 0.1% of the zero-field moment.

For this lattice constant and $p=1$, a field of 10 T needs $q\simeq200(341/10)\simeq6800$. Values $p>1$ give fields between those of the $1/q$ series, but they do not remove the need for large $q/p$ at low field. Comparison with a measured spectrum would also require spin splitting, interactions and material-specific hoppings. The numerical output below gives the remaining digits and checks.

## Table of computed values

```
hopping t = 0.100 hartree
staggered energy D = 0.050 hartree
lattice constant a = 5.000 bohr
cell area = 21.65064 bohr^2
Dirac velocity v = 0.433013 a.u.
flux fraction p/q = 1/200; Phi = 0.0314159 rad
field B = 1.4510395e-03 a.u. = 341.07 T
matrix dimension = 400
continuation residual with B phase = 2.3e-16 hartree
continuation residual without it = 6.405e-02 hartree
six-step walks, flux 1/7: matrix 90.740939, formula 90.740939
n, lattice, Dirac, corrected energy (hartree):
  0  0.05000000  0.05000000  0.05000000
  1  0.05512870  0.05517372  0.05512899
  2  0.05973619  0.05990225  0.05973726
  3  0.06393467  0.06428390  0.06393752
  4  0.06779956  0.06838537  0.06780562
lattice E1-E0 = 0.00512870 hartree = 0.13956 eV
largest level change between band edges = 3.3e-16 hartree
second-order coefficient, q=200: n=1 -0.503152, n=4 -0.505202
second-order coefficient, q=400: n=1 -0.501543, n=4 -0.502426
second-order coefficient, q=800: n=1 -0.500764, n=4 -0.501172
valley index at +D = 0.990880; at -D = -0.990880
leading formula for its size = 0.990972
A-site weight of the +D state = 1.00000000
valley indices of n=1 pair = -0.99003, 0.97347
valley index at +D with B reversed = -0.990880
flux 1/301: n=0 states 1, n=1 states 2, filling 1.003322 per cell
flux 2/301: n=0 states 2, n=1 states 4, filling 1.006645 per cell
flux 3/301: n=0 states 3, n=1 states 6, filling 1.009967 per cell
largest s_0 at flux 1/20 = 1.3389e-04 hartree
largest s_0 at flux 1/40 = 1.5028e-07 hartree
largest s_0 at flux 1/60 = 1.9270e-10 hartree
decay rate with sqrt(q) removed = 0.32228 per cell
zero-field mean of ln|f/t| = 0.32307
inverse mass at K = 3.74992 a.u.
edge moment at K = 1.87500 a.u. = 3.75000 Bohr magnetons
edge moment at -K = -1.87500 a.u.
moment from (E1-E0)/(2B): q=400 1.81849, q=800 1.84602 a.u.
moment extrapolated to zero field = 1.87355 a.u.
```
